# Fermi Wave Number Times Mean Free Path in Metallic Si:P: a numerical check

```python
"""Fermi wave number times mean free path for metallic Si:P.

Result under test, for n electrons per volume in g equivalent valleys:
  isotropic mass:  kF*l = (hbar*mu/e) * (3 pi^2 n/g)^(2/3)
  ellipsoids:      K = 2*EF*tau/hbar = (isotropic estimate) * mc/md
mu: conductivity mobility, tau: transport time, EF: Fermi energy,
md = (ml*mt^2)^(1/3): density-of-states mass of one valley,
mc = 3/(1/ml + 2/mt): conductivity mass.  SI units inside the program.
"""
import numpy as np
from scipy.constants import hbar, e, m_e, k as kB, pi
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit


def fermi_wave_number(n, valleys):
    return (3 * pi**2 * n / valleys) ** (1 / 3)


def isotropic_product(mu, n, valleys):
    return hbar * mu / e * fermi_wave_number(n, valleys) ** 2


def mean_masses(m_long, m_trans):
    md = (m_long * m_trans**2) ** (1 / 3)
    mc = 3 / (1 / m_long + 2 / m_trans)
    return md, mc


def energy(k, masses):
    return hbar**2 / 2 * np.sum(k**2 / masses, axis=-1)


def surface_integrals(valley_masses, EF, tau):
    """Density, conductivity tensor and path products by quadrature."""
    c, wc = np.polynomial.legendre.leggauss(80)
    phi = np.arange(160) * 2 * pi / 160
    C, P = np.meshgrid(c, phi, indexing="ij")
    S = np.sqrt(1 - C**2)
    u = np.stack([S * np.cos(P), S * np.sin(P), C], axis=-1).reshape(-1, 3)
    w = np.repeat(wc, 160) * 2 * pi / 160
    density, sigma = 0.0, np.zeros((3, 3))
    kv_all, abs_all, weight_all = [], [], []
    for masses in valley_masses:
        r = np.sqrt(EF / energy(u, masses))
        k = r[:, None] * u
        step = 1e-3 * r.mean()
        v = np.empty_like(k)
        for i in range(3):
            d = np.zeros(3)
            d[i] = step
            v[:, i] = (energy(k + d, masses) - energy(k - d, masses)) / (
                2 * step * hbar)
        # states per energy belonging to each direction, both spins
        weight = 2 / (2 * pi)**3 * w * r**2 / (hbar * np.sum(v * u, axis=1))
        density += 2 / (2 * pi)**3 * np.sum(w * r**3 / 3)
        sigma += e**2 * tau * np.einsum("a,ai,aj->ij", weight, v, v)
        kv_all.append(np.sum(k * v, axis=1) * tau)
        abs_all.append(np.linalg.norm(k, axis=1)
                       * np.linalg.norm(v, axis=1) * tau)
        weight_all.append(weight)
    kv, ab, wt = map(np.concatenate, (kv_all, abs_all, weight_all))
    return density, sigma, kv, np.average(ab, weights=wt)


def chemical_potential(n, T, md, valleys):
    """Chemical potential above the band edge, all donors ionized."""
    prefactor = valleys * (2 * md * kB * T)**1.5 / (2 * pi**2 * hbar**3)

    def excess(eta):
        top = max(eta, 0) + 50
        pts = [eta] if eta > 0 else None
        val = quad(lambda x: np.sqrt(x) * expit(eta - x), 0, top,
                   points=pts, limit=300)[0]
        return prefactor * val / n - 1
    return kB * T * brentq(excess, -15, 100)


# ---------------- inputs of the example (rough values) ----------------
g = 6
ml, mt = 0.916 * m_e, 0.191 * m_e
md, mc = mean_masses(ml, mt)
n = 1e19 * 1e6
mu = 150 * 1e-4
n_high, mu_high = 1e20 * 1e6, 90 * 1e-4
T_low, T_room = 4.2, 300.0
valley_orbit = 12e-3 * e
si_valleys = [np.array(m) for m in
              [(ml, mt, mt), (mt, ml, mt), (mt, mt, ml)] * 2]

# ---------------- derived values ----------------
kF = fermi_wave_number(n, g)
K_iso = isotropic_product(mu, n, g)
path = K_iso / kF
K = K_iso * mc / md
EF = hbar**2 * kF**2 / (2 * md)
tau = mc * mu / e
K_high_iso = isotropic_product(mu_high, n_high, g)
K_high = K_high_iso * mc / md

# Test: count the allowed wave vectors of a periodic box below EF
electrons = 2.4e6
box = (electrons / n) ** (1 / 3)
dk = 2 * pi / box
lim = [int(np.sqrt(2 * m * EF) / hbar / dk) + 2 for m in (ml, mt, mt)]
axes = [np.arange(-q, q + 1) * dk for q in lim]
E_grid = hbar**2 / 2 * (axes[0][:, None, None]**2 / ml
                        + axes[1][None, :, None]**2 / mt
                        + axes[2][None, None, :]**2 / mt)
counted = 2 * g * np.count_nonzero(E_grid <= EF) / box**3
assert abs(counted / n - 1) < 5e-3  # surface graininess of a finite box

# Test: whole formula against Fermi-surface integrals
light, heavy = np.full(3, 0.3 * m_e), np.full(3, 0.9 * m_e)
cases = [([light], 1.0), ([light] * 6, 1.0), ([heavy] * 6, 1.0),
         (si_valleys, mc / md)]
for valleys, mass_factor in cases:
    dens, sig, kv, mean_abs = surface_integrals(valleys, EF, tau)
    assert np.allclose(sig, np.eye(3) * sig[0, 0], rtol=1e-6,
                       atol=1e-6 * sig[0, 0])
    mobility = sig[0, 0] / (dens * e)
    predicted = isotropic_product(mobility, dens, len(valleys)) * mass_factor
    assert np.ptp(kv) / kv.mean() < 1e-6
    assert abs(predicted / kv.mean() - 1) < 1e-5
# the last case is silicon with the example's EF and tau
assert abs(dens / n - 1) < 1e-5
assert abs(mobility / mu - 1) < 1e-5
assert abs(kv.mean() / K - 1) < 1e-5
abs_ratio = mean_abs / kv.mean()

# Test: Hall factor from the force balance of six valleys in a weak field
B = 0.1
cross = np.array([[0, B, 0], [-B, 0, 0], [0, 0, 0]])
sigma_B = sum(e**2 * n / g * np.linalg.inv(np.diag(m) / tau + e * cross)
              for m in si_valleys)
hall_numeric = abs(np.linalg.inv(sigma_B)[0, 1]) * n * e / B
hall = mc**2 * (1 / mt**2 + 2 / (ml * mt)) / 3
assert abs(hall_numeric / hall - 1) < 1e-4
hall_ratio = isotropic_product(hall_numeric * mu, n / hall_numeric, g) / K_iso
assert abs(hall_ratio / hall ** (1 / 3) - 1) < 1e-4

# Test: chemical potential against its low-temperature expansion
cp_low = chemical_potential(n, T_low, md, g)
cp_room = chemical_potential(n, T_room, md, g)
expansion = EF * (1 - pi**2 / 12 * (kB * T_low / EF)**2)
assert abs(cp_low / expansion - 1) < 1e-5
assert cp_room < kB * T_room  # no degenerate gas at room temperature

# Test: level width relative to EF follows from K alone
width = hbar / tau
assert abs(width / EF - 2 / kv.mean()) < 1e-4

meV = 1e-3 * e
print("INPUTS (rough values for Si:P at low temperature)")
print(f"electron density n = {n*1e-6:.2e} cm^-3")
print(f"mobility mu = {mu*1e4:.0f} cm2/Vs")
print(f"number of valleys = {g}")
print(f"longitudinal mass = {ml/m_e:.3f} m_e")
print(f"transverse mass = {mt/m_e:.3f} m_e")
print("MAIN RESULT")
print(f"Fermi wave number kF = {kF*1e-9:.4f} nm^-1")
print(f"mean free path l (isotropic) = {path*1e9:.3f} nm")
print(f"kF*l, isotropic estimate = {K_iso:.3f}")
print(f"density-of-states mass md = {md/m_e:.4f} m_e")
print(f"conductivity mass mc = {mc/m_e:.4f} m_e")
print(f"mass factor mc/md = {mc/md:.4f}")
print(f"K = 2 EF tau/hbar, ellipsoids = {K:.3f}")
print(f"Fermi energy EF = {EF/meV:.2f} meV")
print(f"transport time tau = {tau*1e15:.2f} fs")
print(f"conductivity n e mu = {n*e*mu*1e-2:.1f} S/cm")
print(f"donor spacing n^(-1/3) = {n**(-1/3)*1e9:.3f} nm")
print("SENSITIVITY AND NEGLECTED EFFECTS")
for m_test in (100, 200):
    K_test = isotropic_product(m_test * 1e-4, n, g) * mc / md
    print(f"K for mobility {m_test} cm2/Vs = {K_test:.3f}")
print(f"mean |k||v|tau divided by K = {abs_ratio:.3f}")
print(f"Hall factor r = {hall_numeric:.4f}")
print(f"K from raw Hall readings / true K = {hall_ratio:.4f}")
print(f"level width hbar/tau = {width/meV:.2f} meV")
print(f"level width / EF = {width/EF:.3f}")
print(f"interference scale 1/K^2 = {1/K**2:.3f}")
print(f"isotropic kF*l if one band is counted = "
      f"{isotropic_product(mu, n, 1):.3f}")
print(f"one-band / six-valley ratio = "
      f"{isotropic_product(mu, n, 1)/K_iso:.3f}")
print(f"valley-orbit splitting, rough input = {valley_orbit/meV:.0f} meV")
print(f"valley-orbit splitting / EF = {valley_orbit/EF:.2f}")
print(f"kB*T at {T_low} K = {kB*T_low/meV:.3f} meV")
print(f"chemical potential at {T_low} K = {cp_low/meV:.2f} meV")
print(f"kB*T at {T_room:.0f} K = {kB*T_room/meV:.2f} meV")
print(f"chemical potential at {T_room:.0f} K = {cp_room/meV:.2f} meV")
print("SECOND CASE, DEEPER IN THE METAL (rough mobility)")
print(f"electron density = {n_high*1e-6:.2e} cm^-3")
print(f"mobility = {mu_high*1e4:.0f} cm2/Vs")
print(f"kF*l, isotropic estimate = {K_high_iso:.3f}")
print(f"K, ellipsoids = {K_high:.3f}")
print(f"level width / EF = {2/K_high:.3f}")
print(f"interference scale 1/K^2 = {1/K_high**2:.3f}")
print("all tests passed")
```

Printed output:

```
INPUTS (rough values for Si:P at low temperature)
electron density n = 1.00e+19 cm^-3
mobility mu = 150 cm2/Vs
number of valleys = 6
longitudinal mass = 0.916 m_e
transverse mass = 0.191 m_e
MAIN RESULT
Fermi wave number kF = 0.3668 nm^-1
mean free path l (isotropic) = 3.621 nm
kF*l, isotropic estimate = 1.328
density-of-states mass md = 0.3221 m_e
conductivity mass mc = 0.2595 m_e
mass factor mc/md = 0.8055
K = 2 EF tau/hbar, ellipsoids = 1.070
Fermi energy EF = 15.91 meV
transport time tau = 22.13 fs
conductivity n e mu = 240.3 S/cm
donor spacing n^(-1/3) = 4.642 nm
SENSITIVITY AND NEGLECTED EFFECTS
K for mobility 100 cm2/Vs = 0.713
K for mobility 200 cm2/Vs = 1.427
mean |k||v|tau divided by K = 1.178
Hall factor r = 0.8716
K from raw Hall readings / true K = 0.9552
level width hbar/tau = 29.75 meV
level width / EF = 1.869
interference scale 1/K^2 = 0.873
isotropic kF*l if one band is counted = 4.386
one-band / six-valley ratio = 3.302
valley-orbit splitting, rough input = 12 meV
valley-orbit splitting / EF = 0.75
kB*T at 4.2 K = 0.362 meV
chemical potential at 4.2 K = 15.91 meV
kB*T at 300 K = 25.85 meV
chemical potential at 300 K = -22.87 meV
SECOND CASE, DEEPER IN THE METAL (rough mobility)
electron density = 1.00e+20 cm^-3
mobility = 90 cm2/Vs
kF*l, isotropic estimate = 3.699
K, ellipsoids = 2.980
level width / EF = 0.671
interference scale 1/K^2 = 0.113
all tests passed
```
